# Energy window of trapezoidal-pulse charge pumping from non-steady-state emission

An n-channel silicon transistor has its source and drain tied to the p-type body. A trapezoidal gate pulse of frequency $f$ switches the surface between accumulation at $V_L$ and inversion at $V_H$. The amplitude is $\Delta V=V_H-V_L$, the rise time $t_r$ and the fall time $t_f$. Interface traps of density $D_{it}(E)$ per area and energy then carry electrons from the source and drain to the body, and a dc body current of magnitude $I$ flows. The problem is to find which trap energies contribute.

Energies $E$ are measured from the intrinsic level at the surface, upwards for electrons. The electron occupancy of a trap is $F$. The capture coefficients $c_n=\sigma_n v$ and $c_p=\sigma_p v$ (cross-section times thermal velocity) do not depend on energy. The surface densities $n$ and $p$ follow the gate without delay, so that $np=n_i^2$, and trapped charge does not disturb the surface potential. Traps exchange carriers with the two bands only.

## (a) Write the rate equation and express the current by a pumped fraction $N(E)$.

**Solution.** A trap gains an electron by capture from the conduction band or by emitting a hole. It loses one by electron emission or hole capture:

$$\frac{dF}{dt}=\big[c_n n(1-F)-e_nF\big]-\big[c_p pF-e_p(1-F)\big].$$

In equilibrium each bracket vanishes separately. With $n=n_ie^{E_F/kT}$ and $F/(1-F)=e^{(E_F-E)/kT}$, the first gives

$$e_n=c_n n\,\frac{1-F}{F}=c_n n_i\,e^{E/kT}.$$

The second, with $p=n_ie^{-E_F/kT}$, gives

$$e_p=c_p p\,\frac{F}{1-F}=c_pn_i\,e^{-E/kT}.$$

These emission rates are properties of the trap and are kept when the occupancy is out of equilibrium.

In the periodic state $F$ returns to its initial value after one cycle, so the two brackets have equal integrals:

$$N(E)=\oint\big[c_n n(1-F)-e_nF\big]dt=\oint\big[c_p pF-e_p(1-F)\big]dt .$$

The first form counts net electrons taken from the conduction band, the second net holes taken from the valence band. Each such pair moves one charge $q$ through the external circuit, so for gate area $A$

$$I=qfA\int D_{it}(E)\,N(E)\,dE .$$

## (b) On the falling edge, how long does a filled trap have to emit its electron?

**Solution.** Let the high level last long enough to fill the trap, so that $F=1$ when the edge begins. While $n$ is large, an emitted electron is replaced at once. When $p$ becomes large, a hole removes any electron still present. Emission to the conduction band therefore counts only between the end of recapture and the onset of hole capture.

Define the probability that a trap emptied at $t$ is not refilled later on the edge, and the probability that no hole was captured before $t$:

$$A_n(t)=\exp\Big(-\int_t^{\infty}c_n n\,dt'\Big),\qquad S_p(t)=\exp\Big(-\int_{-\infty}^{t}c_p p\,dt'\Big).$$

Here the infinite limits mean well before and well after the two transitions of this edge. Choose $t_m$ in mid-depletion, where both probabilities are close to 1.

Up to $t_m$ holes play no part, and the empty fraction $u=1-F$ obeys $du/dt=e_n(1-u)-c_n n\,u$. Let $\tau$ be the duration of a transition, and take a level with $e_n\tau\ll1$. While recapture dies out, $u\ll1$, and the linear equation has the solution

$$u(t_1)=e_n\int_{-\infty}^{t_1}A_n\,dt\equiv e_n(t_1-t_{on})$$

at a time $t_1$ a few $\tau$ after the transition. This defines the effective start $t_{on}$. To first order in $e_n\tau$, $F(t_1)=1-e_n(t_1-t_{on})$ equals $e^{-e_n(t_1-t_{on})}$. From then on the decay is purely exponential.

At the other end, let $t_2$ lie a few $\tau$ before hole capture sets in. Of the electrons present at $t_2$, the fraction $e_n\int_{t_2}^{\infty}S_p\,dt\equiv e_n(t_{off}-t_2)$ still escapes to the conduction band, and holes take the rest. Multiplying the three factors gives the fraction that recombines with holes:

$$g=e^{-e_nt_e},\qquad t_e=t_{off}-t_{on}=\int A_nS_p\,dt .$$

The last equality holds because $A_n\simeq1$ wherever $S_p$ differs from 1, and conversely. The errors are of second order in $e_n\tau$. Levels with $e_n\tau\gtrsim1$ do not matter here, since they are empty long before holes arrive if $t_e\gg\tau$.

The interval $t_e$ does not contain $E$. Among levels with $e_n\tau\ll1$, a shallower and a deeper trap begin effective emission at the same time, because recapture stops for both when $n$ has fallen far enough. They differ only in the rate $e_n$.

## (c) At which gate voltages does this interval begin and end?

**Solution.** Below threshold $n\propto e^{q\psi_s/kT}$, where $\psi_s$ is the surface potential. Locally $n$ therefore decays exponentially with time constant $\tau_n=kT/(q|d\psi_s/dt|)$. Let $t_s$ be the time at which

$$c_n\,n(t_s)\,\tau_n=1 .$$

Then $c_nn=\tau_n^{-1}e^{-(t-t_s)/\tau_n}$, its integral from $t$ to infinity is $e^{-(t-t_s)/\tau_n}$, and with $x=(t-t_s)/\tau_n$ one has $A_n=\exp(-e^{-x})$. The difference between this smooth step and a sharp one at $x=0$ has the area

$$J=\int_{-\infty}^{\infty}\big[\exp(-e^{-x})-\theta(x)\big]dx=\int_0^1\frac{e^{-y}-1}{y}\,dy+\int_1^\infty\frac{e^{-y}}{y}\,dy,$$

where $y=e^{-x}$. Integrate both terms by parts with $dy/y=d\ln y$. The boundary terms vanish, and

$$J=\int_0^\infty e^{-y}\ln y\,dy=\Gamma'(1)=-\gamma,\qquad \gamma\simeq0.577 .$$

Hence $\int_{-\infty}^{t_m}A_n\,dt=t_m-t_s-\gamma\tau_n$, so $t_{on}=t_s+\gamma\tau_n$. The mirror-image argument for holes gives $t_{off}=t_c-\gamma\tau_p$, with $c_p\,p(t_c)\,\tau_p=1$. Both ends are moved into the interval.

On a linear ramp, times are proportional to voltages:

$$t_e=t_f\,\frac{V_{on}-V_{off}}{\Delta V}\approx t_f\,\frac{V_T-V_{FB}}{\Delta V}.$$

The second form replaces the true limits by the threshold and flat-band voltages. It is an estimate, since $V_T$ and $V_{FB}$ know nothing of capture coefficients or ramp speed. A slower ramp has a longer $\tau_n$, so recapture persists to a lower density $1/(c_n\tau_n)$ and the interval begins deeper in depletion. Thus $t_e$ grows less than proportionally to $t_f$.

## (d) Treat the rising edge and count the charge pumped in one cycle.

**Solution.** Let the low level last long enough to empty the traps, so the rise begins with $F=0$. Exchange electrons and holes in (b). The fraction still empty when electron capture sets in is

$$h=e^{-e_pt_h},\qquad t_h\approx t_r\,\frac{V_T-V_{FB}}{\Delta V},$$

where the precise $t_h$ is again the interval between the end of recapture, now of holes, and the onset of opposite capture.

The fraction $1-h$ has been filled from the valence band by hole emission. The remaining $h$ is filled from the conduction band. On the falling edge, $1-g$ is returned to the conduction band. The net number of electrons taken from it is

$$N=h-(1-g)=g+h-1 .$$

Counting holes gives the same result: $g$ are captured on the fall and $1-h$ are emitted on the rise.

Near midgap $g\simeq h\simeq1$ and $N\simeq1$. High in the gap $g\to0$ and $h\simeq1$, so the electron merely returns to where it came from. Low in the gap $h\to0$ and $g\simeq1$, and the same happens to the hole. The count neglects emission of the minority kind, such as hole emission from a level high in the gap. This is justified when the window is many $kT$ wide.

## (e) Find the energy window for uniform $D_{it}$, and the shape of its edges.

**Solution.** Define $E_1$ by $e_n(E_1)t_e=1$, so that

$$E_1=-kT\ln(c_nn_it_e),\qquad g(E)=\exp\!\big(-e^{(E-E_1)/kT}\big).$$

With $x=-(E-E_1)/kT$ this is the step of part (c). Its area equals that of a sharp step at

$$E_{up}=E_1-\gamma kT=-kT\big[\ln(c_nn_it_e)+\gamma\big].$$

For $h$ the sign of the energy is reversed:

$$E_{low}=kT\big[\ln(c_pn_it_h)+\gamma\big].$$

If both edges lie well inside the gap, from $E_v$ to $E_c$, then $\int g\,dE=E_{up}-E_v$ and $\int h\,dE=E_c-E_{low}$. Subtracting the gap width for the term $-1$ leaves

$$\Delta E=\int N\,dE=E_{up}-E_{low}=-kT\big[\ln(c_nn_it_e)+\ln(c_pn_it_h)+2\gamma\big],$$

or equivalently

$$\boxed{\Delta E=-2kT\ln\!\Big(e^{\gamma}\,v\,n_i\sqrt{\sigma_n\sigma_p\,t_et_h}\Big)},\qquad I=qfAD_{it}\,\Delta E .$$

The logarithm is negative for a usable pulse. Longer edges leave more time for emission and narrow the window. Placing sharp edges where rate times interval equals one would omit $\gamma$ and widen the window by $2\gamma kT$. At that point the pumped fraction is $e^{-1}$, so the step of equal area lies nearer midgap.

The upper edge falls from 90% to 10% between $e_nt_e=\ln(10/9)$ and $e_nt_e=\ln10$. Since $E$ is $kT$ times the logarithm of $e_n$ plus a constant, the width is

$$\delta E=kT\ln\frac{\ln10}{\ln(10/9)}\simeq3.1\,kT .$$

## (f) How does a non-uniform $D_{it}$ appear when the fall time is varied?

**Solution.** Only $g$ depends on $t_e$. With $y=e_nt_e$, $\partial g/\partial\ln t_e=-ye^{-y}$ and $dE=kT\,dy/y$, so

$$\frac{\partial I}{\partial\ln t_e}=-qfA\,kT\int_0^\infty D_{it}\,e^{-y}\,dy\simeq-qfA\,kT\,D_{it}(E_{up}).$$

The weight $e^{-y}$ has unit area, and its mean energy is $E_1+kT\int_0^\infty e^{-y}\ln y\,dy=E_1-\gamma kT=E_{up}$. The last form therefore holds if $D_{it}$ is nearly linear over the width of the edge. Varying $t_r$ probes $D_{it}(E_{low})$ in the same way. The derivative must be taken with respect to $\ln t_e$, which by (c) changes less than $\ln t_f$.

## (g) Evaluate the window for a model device and judge the approximations.

**Solution.** Take round parameters at 300 K: $kT=25.85$ meV, $n_i=10^{10}$ cm$^{-3}$, body doping $10^{17}$ cm$^{-3}$, oxide thickness 5 nm, $v=10^7$ cm/s, $\sigma_n=2\times10^{-15}$ cm² and $\sigma_p=5\times10^{-16}$ cm². Then $c_nn_i=200$ s$^{-1}$ and $c_pn_i=50$ s$^{-1}$. The flat-band voltage is set to $-0.900$ V, and the classical threshold follows as $0.174$ V. The pulse runs from $-2.5$ to $1.5$ V with $t_r=0.5$ µs and $t_f=1$ µs.

With $n$ and $p$ from the Poisson equation with Boltzmann carriers, emission on the fall begins at $0.073$ V and ends at $-0.797$ V. The densities at these points, about $4\times10^{15}$ and $1\times10^{16}$ cm$^{-3}$, are non-degenerate. At the pulse levels the Boltzmann values of about $10^{20}$ cm$^{-3}$ lie outside the range of these statistics, but there the densities need only be large. The rule of part (c) gives $0.073$ and $-0.790$ V. It is less accurate for holes, whose density is less nearly exponential close to flat band. The interval is

$$t_e=\frac{0.073+0.797}{4.0}\times1\ \text{µs}=217.5\ \text{ns},$$

against 268.6 ns from $V_T$ and $V_{FB}$. The rising edge gives $t_h=114.9$ ns. The window edges are

$$E_{up}=-25.85\,[\ln(4.35\times10^{-5})+0.577]=245\ \text{meV},$$

$$E_{low}=25.85\,[\ln(5.75\times10^{-6})+0.577]=-297\ \text{meV},$$

so $\Delta E=542$ meV. For $f=50$ kHz, $A=10^{-5}$ cm² and $D_{it}=10^{10}$ cm$^{-2}$ eV$^{-1}$,

$$I=(1.602\times10^{-19})(5\times10^4)(10^{-5})(10^{10})(0.542)\ \text{A}=434\ \text{pA}.$$

The rate equation of part (a) was also integrated over the periodic cycle for levels across the gap, without emission intervals or sharp edges. For five pulses, both window edges were tested against the formulas to within 1 meV; the largest difference is about 0.1 meV. This checks the treatment of emission within the model, not the model's assumptions. The integration also gives a pumped fraction of 0.369 at $E_1$, where $e^{-1}=0.368$, and an edge width of 80 meV, as derived.

Using $V_T$ and $V_{FB}$ and omitting $\gamma$ gives the window labelled "usual" in the numerical output, here 562 meV. Two errors partly cancel. Omitting $2\gamma kT$ adds 29.8 meV, while the overlong intervals subtract

$$25.85\left[\ln\frac{268.6}{217.5}+\ln\frac{134.3}{114.9}\right]=9.5\ \text{meV}.$$

The net excess is 20 meV, and a $D_{it}$ extracted with this window is 3.6% below the true model value. The cancellation is not general. For a fall time of 10 ns, $t_e$ is 17% longer than the estimate from $V_T$ and $V_{FB}$, and this error adds to the omitted $\gamma$ term.

Making $t_f$ ten times longer lowers the upper edge by 54.4 meV and leaves the lower one in place to 0.01 meV. Strict proportionality of $t_e$ to $t_f$ would give $kT\ln10=59.5$ meV. Using $\ln t_f$ in part (f) would thus understate $D_{it}$ by about 9% over this decade.

Both pulse levels must also do their work. The high level fills the traps of the window if $c_nn$ is large compared with the inverse of its duration and with $1/t_e$, which is the order of $e_n$ at the upper edge. The low level empties them if $c_pp$ is large compared with the inverse of its duration and with $1/t_h$. With $V_H=-0.4$ V, or with $V_L=-0.3$ V, one level stays in mid-depletion, where capture rate times duration is far below one, and the integrated window falls to 0.1 meV or less. A level between flat band and threshold does not by itself stop the pumping: $V_H=0$ V or $V_L=-0.7$ V still gives a window of about 500 meV.

The result fails when its premises do. Very short edges push the window towards the band edges, where the gap cuts off the tails of $g$ and $h$ assumed complete in (e). Very long edges shrink it to a few $kT$, where $g$ and $h$ overlap. The densities follow the gate only if the diffusion time $L^2/(\pi^2D)$ along a channel of length $L$ is short compared with $\tau_n$, which is 7.5 ns in the example. With an electron diffusion coefficient $D\approx10$ cm²/s this limits $L$ to a few micrometres, so the area used above must be that of a wide, short gate. At $L=10$ µm the delay prolongs recapture and raises the upper edge by a few meV. If channel electrons cannot return to source and drain during the fall at all, they recombine in the body and add a current not contained in $N$. Traps inside the oxide, reached by tunnelling, need capture coefficients that depend on depth, and a large $D_{it}$ alters the ramp of $\psi_s$ itself.

## Calculated quantities

```
kT = 25.852 meV; gamma*kT = 14.92 meV
n_i = 1.0e+10 cm^-3; N_A = 1.0e+17 cm^-3; gap = 1.12 eV
sigma_n = 2.0e-15 cm^2; sigma_p = 5.0e-16 cm^2
v_th = 1.0e+07 cm/s; oxide thickness = 5.0 nm
relative permittivities: oxide 3.9, body 11.7
V_FB = -0.900 V; V_T = 0.174 V; difference = 1.074 V
frequency = 50 kHz; area = 1.0e-05 cm^2
D_it = 1.0e+10 cm^-2 eV^-1
[base] V_low -2.5 V, V_high 1.5 V, t_r 0.5 us, t_f 1.0 us
  t_e = 217.5 ns; t_h = 114.9 ns; usual estimates 268.6 and 134.3 ns
  upper edge: formula 244.71, rate equation 244.78 meV
  lower edge: formula -297.03, rate equation -297.10 meV
  window: formula 541.74, rate equation 541.88, usual 562.11 meV
[slow fall] V_low -2.5 V, V_high 1.5 V, t_r 0.5 us, t_f 10.0 us
  t_e = 1782.1 ns; t_h = 114.9 ns; usual estimates 2685.5 and 134.3 ns
  upper edge: formula 190.33, rate equation 190.43 meV
  lower edge: formula -297.03, rate equation -297.09 meV
  window: formula 487.36, rate equation 487.52, usual 502.58 meV
[slow rise] V_low -2.5 V, V_high 1.5 V, t_r 5.0 us, t_f 1.0 us
  t_e = 217.5 ns; t_h = 949.0 ns; usual estimates 268.6 and 1342.8 ns
  upper edge: formula 244.71, rate equation 244.78 meV
  lower edge: formula -242.46, rate equation -242.54 meV
  window: formula 487.16, rate equation 487.32, usual 502.58 meV
[fast edges] V_low -2.5 V, V_high 1.5 V, t_r 0.2 us, t_f 0.2 us
  t_e = 49.4 ns; t_h = 49.4 ns; usual estimates 53.7 and 53.7 ns
  upper edge: formula 283.03, rate equation 283.09 meV
  lower edge: formula -318.86, rate equation -318.93 meV
  window: formula 601.89, rate equation 602.02, usual 627.40 meV
[small pulse] V_low -2.0 V, V_high 1.0 V, t_r 0.5 us, t_f 1.0 us
  t_e = 283.2 ns; t_h = 149.8 ns; usual estimates 358.1 and 179.0 ns
  upper edge: formula 237.88, rate equation 237.95 meV
  lower edge: formula -290.18, rate equation -290.25 meV
  window: formula 528.06, rate equation 528.20, usual 547.23 meV
base: level with e_n*t_e = 1 at 259.63 meV
  pumped fraction there 0.3689; exp(-1) = 0.3679
  90-10% edge width: rate equation 79.93, formula 79.74 meV
base fall: emission starts at 0.073 V (rule 0.073 V), ends at -0.797 V (rule -0.790 V)
  e-folding times: electrons 7.52 ns, holes 11.06 ns
base rise: emission starts at -0.826 V, ends at 0.094 V
tenfold t_f: upper edge moves -54.35, lower 0.01 meV
tenfold t_r: lower edge moves 54.55, upper -0.00 meV
  kT ln 10 = 59.53 meV
V_high only -0.4 V: window 0.0528 meV
V_low only -0.3 V: window 0.0974 meV
base current: formula 433.98 pA, rate equation 434.09 pA
D_it inferred with the usual window = 9.640e+09 cm^-2 eV^-1 (-3.6 %)
```
